# The One-Quarter Exact-Exchange Fraction of PBE0 from the Coupling-Constant Model

## Definitions and conventions

The algebra uses atomic units; numbers are in eV and angstrom. The electron density is $\rho$, and $n$ denotes an integer order of perturbation theory. Let $\hat T$ be the kinetic energy, $\hat V_{ee}$ the electron repulsion, and $\lambda$ a coupling constant between 0 and 1. For each $\lambda$, let $\Psi_\lambda$ be the ground state of

$$\hat H_\lambda=\hat T+\lambda\hat V_{ee}+\sum_i v_\lambda(\mathbf r_i),$$

where the potential $v_\lambda$ is chosen so that the density is the same $\rho$ at every $\lambda$. I assume that such a potential exists and that the ground state is nondegenerate and varies smoothly. At $\lambda=1$ the system is the physical one; at $\lambda=0$ it is the Kohn-Sham determinant.

Define

$$F_\lambda=\langle\Psi_\lambda|\hat T+\lambda\hat V_{ee}|\Psi_\lambda\rangle,\qquad T_s=F_0,\qquad E_{xc}=F_1-T_s-U,$$

with $U$ the Hartree energy of $\rho$. Exact exchange, $E_x=\langle\Psi_0|\hat V_{ee}|\Psi_0\rangle-U$, is evaluated with the orbitals. A density-functional approximation, such as PBE, carries the label DFA.

The result to be derived is

$$E_{xc}=E_{xc}^{\rm DFA}+\frac1n\left(E_x-E_x^{\rm DFA}\right),\qquad n=4\ \text{for PBE0}.$$

The assumption that links $n$ to perturbation order is this: **$n$ is the lowest order of perturbation theory that describes the $\lambda$ dependence realistically, so that the correction to the DFA integrand is a polynomial of degree $n-1$.** A second assumption, about the DFA near $\lambda=1$, is needed to fix the polynomial. The integral is then elementary, but the choice $n=4$ remains a judgement about typical molecules.

## The quantity to be integrated

The total energy at coupling $\lambda$ is $E_\lambda=F_\lambda+\int v_\lambda\rho\,d^3r$. Since $\rho$ does not change,

$$\frac{dE_\lambda}{d\lambda}=\frac{dF_\lambda}{d\lambda}+\int\frac{dv_\lambda}{d\lambda}\rho\,d^3r.$$

The Hellmann-Feynman theorem gives the same derivative as the expectation value of $d\hat H_\lambda/d\lambda$:

$$\frac{dE_\lambda}{d\lambda}=\langle\Psi_\lambda|\hat V_{ee}|\Psi_\lambda\rangle+\int\frac{dv_\lambda}{d\lambda}\rho\,d^3r.$$

The potential terms cancel, leaving $dF_\lambda/d\lambda=\langle\hat V_{ee}\rangle_\lambda$. Integrating from 0 to 1 and subtracting $U$,

$$E_{xc}=\int_0^1W(\lambda)\,d\lambda,\qquad W(\lambda)=\langle\hat V_{ee}\rangle_\lambda-U.$$

At the lower end $W(0)=E_x$. The kinetic part of correlation has not been lost: it enters through the integration over $\lambda$.

Now suppose that $F_\lambda$ can be expanded about $\lambda=0$. Its constant term is $T_s$ and its first derivative there is $U+E_x$, so

$$F_\lambda=T_s+\lambda(U+E_x)+\sum_{k\ge2}E_k\lambda^k.$$

The $E_k$ are the correlation energies of successive order along the fixed-density path. Differentiation gives

$$W(\lambda)=E_x+\sum_{k\ge2}kE_k\lambda^{k-1}.$$

An energy term of order $k$ therefore contributes a power $k-1$ to the integrand. Keeping orders through $n$ makes $W$ a polynomial of degree $n-1$.

**A case where the path is known.** Take two electrons in a singlet on two equivalent sites, with hopping $t$ and on-site repulsion $u$. Symmetry keeps one electron on each site at every $\lambda$, so no change of potential is needed. The even combination of the two doubly occupied states couples to the covalent state through $-2t$:

$$H_\lambda=\begin{pmatrix}\lambda u&-2t\\-2t&0\end{pmatrix},\qquad F_\lambda=\frac{\lambda u}{2}-\sqrt{4t^2+\frac{\lambda^2u^2}{4}}.$$

With $x=\lambda u/4t$ the root is $2t\sqrt{1+x^2}=2t+tx^2-tx^4/4+\dots$, and therefore

$$\frac{dF_\lambda}{d\lambda}=\frac u2-\frac{u^2}{8t}\lambda+\frac{u^4}{256t^3}\lambda^3+\dots$$

The linear term comes from second order and the cubic term from fourth order, as the general rule says. The square root has branch points at $\lambda=\pm4it/u$, so the series converges up to $\lambda=1$ when $u<4t$. For $u>4t$ it diverges before the physical coupling is reached. Strong correlation therefore removes the perturbative argument for a low-order polynomial in this model. It does not exclude a polynomial fit: a cubic fitted on $0\le\lambda\le1$ still follows the exact integrand to about 1% of its range at $u=6t$ and $u=10t$, but its coefficients are not those of the series.

## Simplest case: second order

Write the correction to the approximate integrand as

$$D(\lambda)=W(\lambda)-W_{\rm DFA}(\lambda),\qquad \Delta=D(0)=E_x-E_x^{\rm DFA}.$$

At $n=2$, $D$ is taken to be linear. Two conditions fix a line. The first is $D(0)=\Delta$, since exact exchange can be calculated. For the second, assume that the DFA integrand is right at full coupling, $D(1)=0$. Then

$$D(\lambda)=\Delta(1-\lambda),\qquad \int_0^1D\,d\lambda=\Delta\left(1-\frac12\right)=\frac\Delta2.$$

The result is half exact exchange. The reason for mixing is visible here: the DFA is replaced at weak coupling, where exact exchange is the right answer, and retained at full coupling, where it is assumed to model exchange and correlation together.

**One-electron limit.** A single electron has no physical repulsion energy, so $\langle\hat V_{ee}\rangle_\lambda=0$ and $W(\lambda)=-U$ at every $\lambda$. If the DFA had no correlation for this density, its integrand would be the constant $E_x^{\rm DFA}$, and $D(\lambda)=\Delta$ throughout. The right fraction would then be one. The condition $D(1)=0$ fails unless $\Delta=0$. For such a DFA a fixed fraction below one leaves part of the one-electron exchange error in place. PBE is not of this kind: it has a spurious correlation energy for the hydrogen atom that nearly cancels its exchange error. In the 6-311G(d,p) basis, measured against the exact energy within that basis, the error of the atom's energy is +0.005 eV for PBE, -0.033 eV for PBE0 and -0.164 eV for full exact exchange with PBE correlation. In a near-complete basis these become +0.0003, -0.036 and -0.164 eV, so here exact exchange makes the atom worse. The condition $D(1)=0$ still fails, with $D(0)\approx-0.18$ eV and $D(1)\approx+0.13$ eV on the exact density (-0.15 and +0.15 eV on the PBE density in 6-311G(d,p)).

## General order

For general $n$, let $D$ be a polynomial of degree at most $n-1$. This does not require $W$ and $W_{\rm DFA}$ to be such polynomials separately; it requires any remaining parts to cancel in the difference. For PBE that cancellation can only be approximate: its scaled correlation energy is not analytic at $\lambda=0$ and puts a term of the type $\lambda^2\ln\lambda$ into $W_{\rm DFA}$, which a Taylor series for $W$ does not contain. The polynomial has $n$ coefficients. One condition is $D(0)=\Delta$. The other $n-1$ are supplied by assuming that the DFA is right at $\lambda=1$ in value and in its first $n-2$ derivatives:

$$D^{(j)}(1)=0,\qquad j=0,1,\dots,n-2.$$

Expand about $\lambda=1$:

$$D(\lambda)=\sum_{j=0}^{n-1}\frac{D^{(j)}(1)}{j!}(\lambda-1)^j.$$

Every term but the last vanishes, so $D(\lambda)=d\,(\lambda-1)^{n-1}$ with one unknown constant $d$. At $\lambda=0$ this reads $\Delta=d\,(-1)^{n-1}$. Multiplying by $(-1)^{n-1}$ gives $d=(-1)^{n-1}\Delta$, and the two sign factors combine to

$$D(\lambda)=\Delta(1-\lambda)^{n-1}.$$

This is the Perdew-Ernzerhof-Burke model:

$$W_{\rm hyb}(\lambda)=W_{\rm DFA}(\lambda)+(E_x-E_x^{\rm DFA})(1-\lambda)^{n-1}.$$

To integrate the correction, set $s=1-\lambda$, so $d\lambda=-ds$ and the limits are exchanged:

$$\int_0^1(1-\lambda)^{n-1}d\lambda=\int_0^1s^{n-1}ds=\frac1n.$$

**Two limits in $n$.** For $n=1$ there is no condition at $\lambda=1$; the correction is constant and all DFA exchange is replaced. For $n\to\infty$ the correction shrinks towards $\lambda=0$, its area vanishes, and the pure DFA returns. A larger $n$ means that the DFA is trusted over more of the path.

**Perturbation order alone is not enough.** Suppose $n=4$, but require just $D(0)=\Delta$ and $D(1)=0$. The general cubic is

$$D(\lambda)=\Delta(1-\lambda)(1+b\lambda+c\lambda^2).$$

The three integrals are $\int(1-\lambda)=1/2$, $\int(\lambda-\lambda^2)=1/6$ and $\int(\lambda^2-\lambda^3)=1/12$, all from 0 to 1. The exchange fraction is therefore

$$a=\frac12+\frac b6+\frac c{12}.$$

It is undetermined until $b$ and $c$ are known. A vanishing slope at $\lambda=1$ requires $1+b+c=0$, and a vanishing second derivative requires $b+2c=0$. Hence $c=1$, $b=-2$, and

$$a=\frac12-\frac13+\frac1{12}=\frac14.$$

The quarter thus depends on both inputs: a cubic correction, and a DFA that is accurate near full coupling to second derivative.

## Why four, and how firm the choice is

The argument for $n=4$ is that fourth-order Møller-Plesset theory gives useful atomization energies for many ordinary molecules, while lower orders are often less satisfactory. H$_2$ lets this be examined without an error from the separated atoms, which have no correlation energy. The table gives the energy through each order minus the full configuration-interaction (full CI) energy, both in the 6-311G(d,p) basis, with a spin-restricted reference. In aug-cc-pVTZ the second-order entries fall to 0.208 and 0.591 eV, while the orders selected below do not change.

| Order | Bond 0.746 Å (eV) | Bond doubled (eV) |
|---|---:|---:|
| 2 | 0.221 | 0.633 |
| 3 | 0.058 | 0.317 |
| 4 | 0.017 | 0.155 |
| 5 | 0.005 | 0.070 |
| 6 | 0.002 | 0.027 |

If an error of 0.05 eV is acceptable, fourth order is the first to suffice at the shorter bond. With a tolerance of 0.1 eV it would be third order, and with 0.01 eV fifth. At the doubled bond, the 0.05 eV criterion asks for sixth order. There the restricted reference is unstable: the unrestricted solution lies 0.50 eV lower, and the series built on it is still 0.57 eV off at sixth order. So the selected $n$ depends on both the tolerance and the molecule.

There is also a difference of path. The Møller-Plesset series starts from the Hartree-Fock Hamiltonian, and its density changes with coupling; the model above keeps the density fixed. The table illustrates the judgement behind $n=4$ but does not prove it for the fixed-density path.

## The DFA curve and the PBE0 energy

A DFA is normally given at $\lambda=1$. Its whole curve follows from coordinate scaling. For $N$ electrons define

$$\Psi'(\mathbf r_1,\dots)=\lambda^{-3N/2}\Psi_\lambda(\mathbf r_1/\lambda,\dots),\qquad \rho_{1/\lambda}(\mathbf r)=\lambda^{-3}\rho(\mathbf r/\lambda).$$

The prefactor preserves normalization, and $\Psi'$ has density $\rho_{1/\lambda}$. Two spatial derivatives give $\langle\hat T\rangle'=\lambda^{-2}\langle\hat T\rangle_\lambda$; an inverse distance gives $\langle\hat V_{ee}\rangle'=\lambda^{-1}\langle\hat V_{ee}\rangle_\lambda$. Thus

$$\langle\hat T+\hat V_{ee}\rangle'=\lambda^{-2}\langle\hat T+\lambda\hat V_{ee}\rangle_\lambda.$$

Taking $F_\lambda$ as the minimum of $\langle\hat T+\lambda\hat V_{ee}\rangle$ at fixed density, the positive factor carries minimizer to minimizer, so $F_\lambda[\rho]=\lambda^2F_1[\rho_{1/\lambda}]$. The same scaling gives $T_s[\rho]=\lambda^2T_s[\rho_{1/\lambda}]$ and $\lambda(U+E_x)[\rho]=\lambda^2(U+E_x)[\rho_{1/\lambda}]$. Subtracting these parts leaves the correlation energy at coupling $\lambda$:

$$E_c^\lambda[\rho]=\lambda^2E_c[\rho_{1/\lambda}].$$

Applying this relation to the DFA defines

$$W_{\rm DFA}(\lambda)=E_x^{\rm DFA}+\frac{d}{d\lambda}E_c^{\lambda,\rm DFA}.$$

Its integral is $E_x^{\rm DFA}+E_c^{\rm DFA}$, provided $E_c^{\lambda,\rm DFA}$ vanishes as $\lambda\to0$. The value $D(0)=E_x-E_x^{\rm DFA}$ used above also needs its slope to vanish there; for PBE and the H$_2$ density below, the integrand at $\lambda=0.001$ is within 0.003 eV of $E_x^{\rm PBE}$. With PBE and $n=4$,

$$E_{xc}^{\rm PBE0}=E_{xc}^{\rm PBE}+\frac14(E_x-E_x^{\rm PBE})
=\frac14E_x+\frac34E_x^{\rm PBE}+E_c^{\rm PBE}.$$

Correlation keeps its full weight, because the correction added to the integrand is proportional to an exchange difference.

**Numbers for H$_2$.** The values here are for the 6-311G(d,p) basis; the digits serve the comparison of two routes and are not converged with respect to basis: in cc-pVTZ the exchange difference below becomes -0.2675 eV. At 0.7464 Å, on the self-consistent PBE0 density, $E_x-E_x^{\rm PBE}=-0.2648$ eV. The two integrands are:

| $\lambda$ | PBE (eV) | Hybrid (eV) |
|---:|---:|---:|
| 0 | -17.594 | -17.858 |
| 0.5 | -18.831 | -18.864 |
| 1 | -19.718 | -19.718 |

At half coupling the correction has fallen to $-0.2648/8=-0.033$ eV. The total from the formula is

$$-17.5937-1.1794-\frac{0.2648}{4}=-18.8393\ {\rm eV}.$$

Numerical integration of the hybrid curve, built from scaled PBE correlation, gives -18.8393 eV. A direct PBE0 evaluation on the same density gives the same value. This confirms the integration. It does not test the shape of the correlation curve between its ends, because the integral of $dE_c^{\lambda,\rm DFA}/d\lambda$ depends only on the values at $\lambda=0$ and $\lambda=1$; that shape rests on the scaling derivation above. Nor does it show that the PBE curve is accurate at $\lambda=1$, or that one quarter suits this molecule. On the full-CI density $D(1)$ is +0.04 eV in 6-311G(d,p) and -0.12 eV in cc-pVTZ, and the ratio $\int_0^1D\,d\lambda/\Delta$ is 0.28 and 0.63, so neither is converged. For the atomization energy in cc-pVTZ at this bond length, PBE gives 4.54 eV, PBE0 4.53 eV and full CI 4.70 eV: here exact exchange moves the result slightly away from the reference, although the Møller-Plesset table pointed to $n=4$.

## From the fraction to a reaction barrier

Consider H + H$_2$ → H$_2$ + H. For a general fraction $a$, minimize

$$E_a=E^{\rm PBE}+a(E_x-E_x^{\rm PBE})$$

over the orbitals. At the minimum, first-order changes of the orbitals do not change the energy, so $dE_a/da=E_x-E_x^{\rm PBE}$. Let $B(a)$ be the saddle energy minus the energies of H$_2$ and H. At fixed geometries,

$$\left.\frac{dB}{da}\right|_{a=0}=\Delta_{\rm saddle}-\Delta_{\rm H_2}-\Delta_{\rm H},$$

where each $\Delta$ is evaluated on PBE orbitals. Exact exchange raises the barrier at first order when this combination is positive.

The geometries are those of PBE0/6-311G(d,p): 0.746 Å for H$_2$ and 0.931 Å for each bond of the linear, symmetric saddle. They are held fixed as $a$ changes; relaxing the symmetric bond lengths at $a=0$ or $a=1$ moves the barrier by 0.001 eV or less. All density-functional values below use spin-unrestricted orbitals in this one basis; in cc-pVTZ the barriers at $a=0$, 1/4 and 1 become 0.161, 0.246 and 0.451 eV and the exchange combination 0.361 eV. This step goes beyond the derivation, which assumed a nondegenerate state and a local potential: H and the saddle are doublets, the orbitals for $a>0$ feel a nonlocal exchange operator, and in cc-pVTZ the saddle determinant has $\langle S^2\rangle$ between 0.757 and 0.779 instead of 0.75. The exchange combination is 0.3580 eV, and the slope from self-consistent barriers at $a=0$, 0.1 and 0.2 is 0.3578 eV (0.3580 eV with steps of 0.02). For one quarter, first order predicts a shift of 0.0895 eV. The self-consistent shift is $0.2473-0.1626=0.0847$ eV; the difference is the effect of orbital relaxation beyond first order.

| Fraction | $n$ | Barrier (eV) |
|---:|---:|---:|
| 0 | ∞ | 0.163 |
| 1/5 | 5 | 0.231 |
| 1/4 | 4 | 0.247 |
| 1/3 | 3 | 0.274 |
| 1/2 | 2 | 0.323 |
| 1 | 1 | 0.450 |

Full CI in the same basis and at the same geometries gives 0.480 eV. PBE0 improves on PBE but is still low by 0.233 eV. Choosing $n=3$ instead of 4 would recover 0.026 eV of this, so the difference between these two orders is much smaller than the error.

Linear extrapolation from PBE would reach the full-CI barrier at a fraction of 0.887. The self-consistent results do not support that estimate: even full exact exchange with PBE correlation gives 0.450 eV. The extrapolation has been carried beyond the range where first order is adequate. These numbers depend on the spin treatment of the saddle: with restricted open-shell orbitals the exchange combination is 0.485 eV and the barriers at $a=0$, 1/4 and 1 are 0.218, 0.339 and 0.693 eV, so PBE0 is then low by 0.14 eV and full exact exchange overshoots. The rest of the discussion refers to the unrestricted values. The remaining gap of 0.030 eV is smaller than the coupled-cluster basis shift given below, 0.046 eV, while the $a=1$ barrier hardly moves with the basis. If that shift carries over to full CI, full exact exchange lies about 0.02 eV above the cc-pVTZ reference, so it is not shown to fall short of a converged barrier. A plausible reading is that PBE is not accurate enough near $\lambda=1$ for this barrier, so the second assumption of the model fails. The whole fixed-density curve of the saddle was not calculated, but its end point needs only the physical wavefunction. Full CI in this basis gives $D(1)_{\rm saddle}-D(1)_{\rm H_2}-D(1)_{\rm H}\approx+0.25$ eV where the model assumes zero; this value is not converged with respect to basis: the H$_2$ term alone moves by 0.16 eV on going to cc-pVTZ, and the shift of the saddle term is not given here. The one-electron limit shows that such a failure can occur.

## Beside the real reaction

This exchange step can occur in the gas of hydrogen-diluted hot-filament deposition, where the gas is roughly at 1000 K near the substrate and considerably hotter near the filament. At 1000 K, $k_BT=0.0862$ eV. If the barrier error enters an Arrhenius factor with all else fixed, PBE0 overestimates the rate relative to the full-CI barrier by

$$\exp\left(\frac{0.4803-0.2473}{0.0862}\right)\approx15.$$

The full-CI value is a reference within a finite basis, not a measured barrier. Going to cc-pVTZ lowers the coupled-cluster barrier, with single and double excitations, by 0.046 eV, about a fifth of the PBE0 error; the PBE0 barrier falls by only 0.001 eV. If the coupled-cluster shift carries over to full CI, the error falls to about 0.19 eV and the rate factor from 15 to about 9, and cc-pVTZ is itself not shown to be converged. At 2000 K the two factors would be about 4 and 3. Reoptimizing the geometries with full CI changes the reference by about 0.0001 eV. Harmonic zero-point energy from PBE0 lowers the barrier by 0.031 eV. Adding the basis and zero-point shifts to the full-CI value gives an estimate near 0.40 eV.

Tunnelling raises the rate. With an imaginary vibrational quantum of magnitude 0.108 eV, the leading Wigner estimate is

$$1+\frac1{24}\left(\frac{0.108}{0.0862}\right)^2\approx1.07.$$

This uses the curvature of the PBE0 barrier, which is itself too low; full CI in the same basis gives an imaginary quantum of about 0.19 eV and a factor of about 1.2. For these numbers the error of the functional outweighs each of the other estimated effects. One quarter follows from the two assumptions of the model; the examples here do not establish it as the best general fraction, and its derivation does not guarantee an accurate barrier for a particular reaction. The remaining values are in the numerical output.

## Calculated quantities

```
Model exchange fraction, n=2: 1/2
Model exchange fraction, n=3: 1/3
Model exchange fraction, n=4: 1/4
Model exchange fraction, n=5: 1/5
Model exchange fraction, n=6: 1/6
H2 bond, PBE0: 0.7464 A
H2 exact exchange: -17.8584 eV
H2 PBE exchange: -17.5937 eV
H2 exact minus PBE exchange: -0.2648 eV
H2 PBE correlation: -1.1794 eV
H2 integrand lam=0.00: PBE -17.5937, hybrid -17.8584 eV
H2 integrand lam=0.25: PBE -18.2699, hybrid -18.3816 eV
H2 integrand lam=0.50: PBE -18.8307, hybrid -18.8638 eV
H2 integrand lam=0.75: PBE -19.3064, hybrid -19.3106 eV
H2 integrand lam=1.00: PBE -19.7175, hybrid -19.7175 eV
H2 Exc, integrated n=4 model: -18.8393 eV
H2 Exc, library PBE0: -18.8393 eV
H2 energy error through order 2: 0.2206 eV; bond doubled: 0.6333 eV
H2 energy error through order 3: 0.0577 eV; bond doubled: 0.3172 eV
H2 energy error through order 4: 0.0166 eV; bond doubled: 0.1551 eV
H2 energy error through order 5: 0.0050 eV; bond doubled: 0.0699 eV
H2 energy error through order 6: 0.0016 eV; bond doubled: 0.0273 eV
H3 saddle bond, PBE0: 0.9312 A
Barrier, exchange fraction 0.0000: 0.1626 eV
Barrier, exchange fraction 0.1000: 0.1976 eV
Barrier, exchange fraction 0.2000: 0.2311 eV
Barrier, exchange fraction 0.2500: 0.2473 eV
Barrier, exchange fraction 0.3333: 0.2735 eV
Barrier, exchange fraction 0.5000: 0.3229 eV
Barrier, exchange fraction 1.0000: 0.4501 eV
Change of exact minus PBE exchange: 0.3580 eV
Barrier slope at zero fraction: 0.3578 eV
First-order shift for one quarter: 0.0895 eV
Self-consistent shift: 0.0847 eV
Barrier, full CI, same geometry: 0.4803 eV
First-order fraction needed for full CI: 0.887
Full-CI bonds: H2 0.7435 A, saddle 0.9291 A
Barrier, full CI, own geometry: 0.4804 eV
Basis effect (CCSD, to cc-pVTZ): -0.0459 eV
Vibrational quantum H2: 0.5471 eV
Saddle quanta: stretch 0.2562, bend 0.1143 eV
Saddle imaginary quantum (magnitude): 0.1080 eV
Zero-point change of barrier: -0.0311 eV
Temperature: 1000 K; kT: 0.0862 eV
Imaginary quantum over kT: 1.25
Wigner tunnelling factor: 1.07
Rate factor, PBE0 over full-CI barrier: 14.94
```
